# Markov state models of reversible dynamics: variational bounds on implied timescales: test program

```python
"""
Result under test: for a reversible continuous-time Markov process, a Markov
state model (MSM) with exact equilibrium statistics has eigenvalues
    captured_m * exact_m <= msm_m <= exact_m        (m = 1, 2, ...),
and its implied timescales -lag/ln(msm_m) never decrease with the lag.
Symbols:
  generator   rate matrix K, K[a, b] = rate from microstate a to b, rows sum to 0
  weights     equilibrium probabilities of the microstates
  cells       cell number of every microstate
  exact_m     exp(-lag * rate_m), rate_m = m-th smallest eigenvalue of -K
  captured_m  smallest squared norm kept when a normalized combination of the
              m slowest eigenfunctions is averaged over the cells
Model: double well V/kT = 5 (x^2 - 1)^2, x in units of a, time in a^2/D.
"""
import numpy as np
from scipy.linalg import expm


def close_rows(rates):
    """Fill the diagonal so that every row of the rate matrix sums to zero."""
    generator = rates.copy()
    np.fill_diagonal(generator, 0.0)
    np.fill_diagonal(generator, -generator.sum(axis=1))
    return generator


def double_well(number_of_sites):
    step = 3.6 / number_of_sites
    x = -1.8 + step * (np.arange(number_of_sites) + 0.5)
    energy = 5.0 * (x**2 - 1.0)**2
    rates = np.zeros((number_of_sites, number_of_sites))
    for a in range(number_of_sites - 1):
        half_difference = 0.5 * (energy[a + 1] - energy[a])
        rates[a, a + 1] = np.exp(-half_difference) / step**2
        rates[a + 1, a] = np.exp(half_difference) / step**2
    weights = np.exp(-energy)
    return x, close_rows(rates), weights / weights.sum()


def exact_modes(generator, weights):
    """Relaxation rates and eigenfunctions times sqrt(weights)."""
    root = np.sqrt(weights)
    symmetric = root[:, None] * generator / root[None, :]
    assert np.allclose(symmetric, symmetric.T, rtol=1e-9, atol=1e-9)
    return np.linalg.eigh(-0.5 * (symmetric + symmetric.T))


def indicators(cells):
    return (cells[:, None] == np.arange(cells.max() + 1)[None, :]).astype(float)


def captured(cells, weights, modes, m):
    member = indicators(cells)
    basis = member * np.sqrt(weights)[:, None] / np.sqrt(weights @ member)
    return np.linalg.svd(basis.T @ modes[:, :m], compute_uv=False)[-1]**2


def msm_matrix(cells, weights, propagator):
    """Conditional probabilities between cells, from their definition."""
    member = indicators(cells)
    joint = member.T @ (weights[:, None] * propagator) @ member
    return joint / (weights @ member)[:, None]


def msm_eigenvalues(cells, weights, propagator):
    matrix = msm_matrix(cells, weights, propagator)
    return np.sort(np.linalg.eigvals(matrix).real)[::-1]


# ---- Random reversible processes: all three claims for every eigenvalue ----
rng = np.random.default_rng(7)
random_cases = 30
for case in range(random_cases):
    weights = rng.uniform(0.5, 1.5, 12)
    weights /= weights.sum()
    flux = rng.uniform(0.0, 1.0, (12, 12))**3
    flux = flux + flux.T
    generator = close_rows(flux / weights[:, None])
    rates, modes = exact_modes(generator, weights)
    cells = rng.permutation(np.arange(12) % 5)
    kept = np.array([captured(cells, weights, modes, m) for m in range(1, 6)])
    previous = None
    for lag in np.array([0.1, 0.3, 1.0, 3.0]) / rates[-1]:
        found = msm_eigenvalues(cells, weights, expm(lag * generator))
        exact = np.exp(-lag * rates[:5])
        assert np.all(found <= exact + 1e-10)
        assert np.all(found >= kept * exact - 1e-10)
        apparent_rates = -np.log(found) / lag
        if previous is not None:
            assert np.all(apparent_rates <= previous + 1e-8 * rates[-1])
        previous = apparent_rates

# ---- Double well ----
x, generator, weights = double_well(180)
rates, modes = exact_modes(generator, weights)
t2, t3 = 1.0 / rates[1], 1.0 / rates[2]
x_fine, generator_fine, weights_fine = double_well(360)
t2_fine = 1.0 / exact_modes(generator_fine, weights_fine)[0][1]
assert abs(t2_fine / t2 - 1.0) < 5e-3      # second-order lattice error

partitions = {
    "cut 0": (x > 0.0).astype(int),
    "cut 0.6": (x > 0.6).astype(int),
    "nine": np.arange(180) // 20,
}
kept2 = {name: captured(c, weights, modes, 2) for name, c in partitions.items()}

# The captured norm equals one minus the within-cell variance of the slow mode.
psi2 = modes[:, 1] / np.sqrt(weights)
for name, cells in partitions.items():
    variance = 0.0
    for i in range(cells.max() + 1):
        inside = cells == i
        mean = np.average(psi2[inside], weights=weights[inside])
        variance += np.sum(weights[inside] * (psi2[inside] - mean)**2)
    assert abs(1.0 - variance - kept2[name]) < 1e-8

lags = [0.02, 0.1, 0.5, 2.0, 5.0, 10.0, 20.0, 50.0]
propagators = {lag: expm(lag * generator) for lag in lags}
eigen2 = {name: [] for name in partitions}
times2 = {name: [] for name in partitions}
for name, cells in partitions.items():
    for lag in lags:
        found = msm_eigenvalues(cells, weights, propagators[lag])[1]
        exact = np.exp(-lag / t2)
        gap_ratio = np.exp(-lag * (rates[2] - rates[1]))
        assert found < exact
        assert found / exact >= kept2[name] - 1e-7
        assert found / exact <= kept2[name] + gap_ratio + 1e-7
        eigen2[name].append(found)
        times2[name].append(-lag / np.log(found))
    assert np.all(np.diff(times2[name]) > 0.0)
# The nine cells refine the partition cut at 0.6.
assert np.all(np.array(times2["nine"]) >= np.array(times2["cut 0.6"]))

# Lag that guarantees a ten percent error for the misplaced cut.
lag_ten = 9.0 * t2 * np.log(1.0 / kept2["cut 0.6"])
found = msm_eigenvalues(partitions["cut 0.6"], weights,
                        expm(lag_ten * generator))[1]
ratio_ten = -lag_ten / np.log(found) / t2
assert abs(ratio_ten - 0.9) < 1e-5

# Third eigenvalue with nine cells.
kept3 = captured(partitions["nine"], weights, modes, 3)
short_lags = [0.02, 0.05, 0.1]
times3 = []
for lag in short_lags:
    found = msm_eigenvalues(partitions["nine"], weights,
                            expm(lag * generator))[2]
    assert kept3 * np.exp(-lag / t3) - 1e-9 <= found < np.exp(-lag / t3)
    times3.append(-lag / np.log(found))
assert np.all(np.diff(times3) > 0.0)

# Cells |x| < 1 and |x| > 1 cannot see the odd slow mode.
blind = (np.abs(x) > 1.0).astype(int)
kept_blind = captured(blind, weights, modes, 2)
assert kept_blind < 1e-12
blind_times = []
for lag in (0.05, 0.1, 0.2):
    found = msm_eigenvalues(blind, weights, expm(lag * generator))[1]
    blind_times.append(-lag / np.log(found))
    assert blind_times[-1] <= t3 * (1.0 + 1e-7)

# ---- Finite data: random counts of independent equilibrium pairs ----
lag_data, pairs, repeats = 5.0, 2000, 4000
matrix = msm_matrix(partitions["cut 0"], weights, propagators[lag_data])
populations = weights @ indicators(partitions["cut 0"])
joint = (populations[:, None] * matrix).ravel()
counts = rng.multinomial(pairs, joint / joint.sum(), size=repeats)
estimated = (counts[:, 0] / (counts[:, 0] + counts[:, 1])
             + counts[:, 3] / (counts[:, 2] + counts[:, 3]) - 1.0)
fraction_above = np.mean(estimated > np.exp(-lag_data / t2))
assert fraction_above > 0.05


# ---- Four-state ring, two cells, with and without circulation ----
def ring_times(circulation, lag):
    slow, fast = 0.1, 1.0
    ring = np.zeros((4, 4))
    for a, base in enumerate((fast, slow, fast, slow)):
        b = (a + 1) % 4
        ring[a, b] = base + circulation
        ring[b, a] = base - circulation
    ring = close_rows(ring)
    assert np.allclose(ring.sum(axis=0), 0.0)      # uniform weights stationary
    true_time = -1.0 / np.sort(np.linalg.eigvals(ring).real)[-2]
    found = msm_eigenvalues(np.array([0, 0, 1, 1]), np.full(4, 0.25),
                            expm(lag * ring))[1]
    return true_time, -lag / np.log(found)


ring_lag = 0.1
reversible_true, reversible_msm = ring_times(0.0, ring_lag)
driven_true, driven_msm = ring_times(0.1, ring_lag)
assert abs(reversible_true - reversible_msm) < 1e-8
assert driven_msm > driven_true * 1.01

# ---- Discrete-time reversible chain with a negative eigenvalue ----
v2 = np.array([1.0, 0.0, -1.0]) / np.sqrt(2.0)
v3 = np.array([1.0, -2.0, 1.0]) / np.sqrt(6.0)
chain = np.full((3, 3), 1 / 3) + 0.2 * np.outer(v2, v2) - 0.4 * np.outer(v3, v3)
assert chain.min() > 0.0 and np.allclose(chain.sum(axis=1), 1.0)
chain_exact, chain_modes = np.linalg.eigh(chain)
chain_exact, chain_modes = chain_exact[::-1], chain_modes[:, ::-1]
chain_cells, chain_weights = np.array([0, 1, 1]), np.full(3, 1 / 3)
chain_msm = msm_eigenvalues(chain_cells, chain_weights, chain)[1]
chain_bound = captured(chain_cells, chain_weights, chain_modes, 2) * chain_exact[1]
assert chain_msm < chain_exact[1]           # the upper bound survives
assert chain_msm < chain_bound - 0.01       # the lower bound does not

# ---- Output ----
print("Double well, 180 sites; time unit a^2/D, energy unit kT")
print(f"site spacing = {x[1] - x[0]:.3f} a; barrier = 5 kT by choice")
print(f"exact t2 = {t2:.4f} a^2/D")
print(f"exact t2 with 360 sites = {t2_fine:.4f} a^2/D")
print(f"exact t3 = {t3:.5f} a^2/D")
for name in partitions:
    print(f"{name}: c2^2 = {kept2[name]:.6f}, 1-c2^2 = {1 - kept2[name]:.6f}")
print("second eigenvalue (no unit): lag, exact, cut 0, cut 0.6, nine")
for k, lag in enumerate(lags):
    print(f"{lag:6.2f} {np.exp(-lag / t2):.6f} "
          + " ".join(f"{eigen2[name][k]:.6f}" for name in partitions))
print("implied t2 (a^2/D): lag, cut 0, cut 0.6, nine")
for k, lag in enumerate(lags):
    print(f"{lag:6.2f} "
          + " ".join(f"{times2[name][k]:9.4f}" for name in partitions))
example = msm_matrix(partitions["cut 0.6"], weights, propagators[5.0])
share = weights @ indicators(partitions["cut 0.6"])
print(f"cut 0.6 populations: left {share[0]:.5f}, right {share[1]:.5f}")
print(f"cut 0.6, lag 5: P_LL {example[0, 0]:.6f}, P_LR {example[0, 1]:.6f}")
print(f"cut 0.6, lag 5: P_RL {example[1, 0]:.6f}, P_RR {example[1, 1]:.6f}")
print(f"cut 0.6: lag for 10 % error = {lag_ten:.3f} a^2/D")
print(f"cut 0.6: implied/exact t2 at that lag = {ratio_ten:.6f}")
print(f"nine cells: c3^2 = {kept3:.5f}")
for lag, value in zip(short_lags, times3):
    print(f"nine cells: lag {lag:.2f}, implied t3 = {value:.5f} a^2/D")
print(f"cells |x|<1, |x|>1: c2^2 below 1e-12: {kept_blind < 1e-12}")
for lag, value in zip((0.05, 0.1, 0.2), blind_times):
    print(f"same cells: lag {lag:.2f}, implied t2 = {value:.5f} a^2/D")
print(f"finite data, cut 0, lag {lag_data:.0f}: {pairs} pairs, {repeats} repeats")
print(f"fraction of estimates above exact t2 = {fraction_above:.3f}")
print(f"ring, lag {ring_lag}, time in 1/(fast rate):")
print(f"no circulation: exact {reversible_true:.4f}, MSM {reversible_msm:.4f}")
print(f"circulation 0.1: exact {driven_true:.4f}, MSM {driven_msm:.4f}")
print("discrete chain eigenvalues: "
      + ", ".join(f"{value:.3f}" for value in chain_exact))
print(f"discrete chain: MSM {chain_msm:.4f}, c2^2*exact {chain_bound:.4f}")
print(f"random reversible processes tested: {random_cases}")
print("finished without a failed check")
```

Printed output:

```
Double well, 180 sites; time unit a^2/D, energy unit kT
site spacing = 0.020 a; barrier = 5 kT by choice
exact t2 = 17.9960 a^2/D
exact t2 with 360 sites = 18.0070 a^2/D
exact t3 = 0.06079 a^2/D
cut 0: c2^2 = 0.997829, 1-c2^2 = 0.002171
cut 0.6: c2^2 = 0.924207, 1-c2^2 = 0.075793
nine: c2^2 = 0.999214, 1-c2^2 = 0.000786
second eigenvalue (no unit): lag, exact, cut 0, cut 0.6, nine
  0.02 0.998889 0.997251 0.955197 0.998117
  0.10 0.994459 0.992341 0.924845 0.993677
  0.50 0.972598 0.970487 0.898888 0.971834
  2.00 0.894817 0.892874 0.826996 0.894114
  5.00 0.757419 0.755774 0.700011 0.756823
 10.00 0.573683 0.572437 0.530201 0.573232
 20.00 0.329112 0.328397 0.304167 0.328853
 50.00 0.062138 0.062003 0.057429 0.062089
implied t2 (a^2/D): lag, cut 0, cut 0.6, nine
  0.02    7.2663    0.4363   10.6101
  0.10   13.0060    1.2799   15.7647
  0.50   16.6903    4.6906   17.5005
  2.00   17.6508   10.5288   17.8695
  5.00   17.8563   14.0190   17.9452
 10.00   17.9259   15.7605   17.9706
 20.00   17.9609   16.8042   17.9833
 50.00   17.9819   17.4996   17.9909
cut 0.6 populations: left 0.52185, right 0.47815
cut 0.6, lag 5: P_LL 0.856561, P_LR 0.143439
cut 0.6, lag 5: P_RL 0.156550, P_RR 0.843450
cut 0.6: lag for 10 % error = 12.766 a^2/D
cut 0.6: implied/exact t2 at that lag = 0.900000
nine cells: c3^2 = 0.81747
nine cells: lag 0.02, implied t3 = 0.03813 a^2/D
nine cells: lag 0.05, implied t3 = 0.04884 a^2/D
nine cells: lag 0.10, implied t3 = 0.05416 a^2/D
cells |x|<1, |x|>1: c2^2 below 1e-12: True
same cells: lag 0.05, implied t2 = 0.02293 a^2/D
same cells: lag 0.10, implied t2 = 0.02808 a^2/D
same cells: lag 0.20, implied t2 = 0.03553 a^2/D
finite data, cut 0, lag 5: 2000 pairs, 4000 repeats
fraction of estimates above exact t2 = 0.455
ring, lag 0.1, time in 1/(fast rate):
no circulation: exact 5.0000, MSM 5.0000
circulation 0.1: exact 4.4943, MSM 4.9533
discrete chain eigenvalues: 1.000, 0.200, -0.400
discrete chain: MSM 0.0500, c2^2*exact 0.1500
random reversible processes tested: 30
finished without a failed check
```
